# Reflectivity of a spatially dispersive exciton with Pekar's boundary condition: a numerical check

```python
"""Normal-incidence reflectivity of a half-space with one spatially dispersive exciton.

Result under test: r = (1-N)/(1+N), N = (n1*n2 + eps_b)/(n1 + n2), when the
exciton polarization vanishes at the surface (Pekar's condition).
n1, n2: refractive indices of the two transverse waves at one frequency w;
wT, wL: transverse and longitudinal exciton energies; eps_b: background constant;
M: exciton mass; gamma: damping; p: 4*pi times the exciton polarization.
Internal units are atomic units; energies are printed in eV, lengths in angstrom.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure, angstrom
from scipy.optimize import brentq

EV = 1.0 / physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom
c = 1.0 / fine_structure
wT, wL = 2.550 * EV, 2.552 * EV
eps_b, M, gamma0 = 9.0, 0.9, 1.0e-4 * EV
A = eps_b * (wL**2 - wT**2)


def waves(w, gamma=0.0, mass=M):
    """Indices n1, n2 (n1 has the larger real part of n^2), and a, delta."""
    b = wT * (w / c)**2 / mass
    delta = (w**2 + 1j * w * gamma - wT**2) / b
    a = A / b
    total = eps_b + delta
    root = np.sqrt((eps_b - delta)**2 + 4 * a + 0j)
    plus, minus = (total + root) / 2, (total - root) / 2
    big = np.where(abs(plus) >= abs(minus), plus, minus)
    small = (eps_b * delta - a) / big      # avoids cancellation
    first = np.where(big.real > small.real, big, small)
    second = np.where(big.real > small.real, small, big)
    n1, n2 = np.sqrt(first), np.sqrt(second)
    n1 = np.where(n1.imag < 0, -n1, n1)
    n2 = np.where(n2.imag < 0, -n2, n2)
    return n1, n2, a, delta


def index_pekar(w, gamma=0.0, mass=M):
    n1, n2, _, _ = waves(w, gamma, mass)
    return (n1 * n2 + eps_b) / (n1 + n2)


def index_flat(w, gamma=0.0):
    """Effective index when dp/dz = 0 at the surface instead of p = 0."""
    n1, n2, _, _ = waves(w, gamma)
    return n1 * n2 * (n1 + n2) / (n1**2 + n1 * n2 + n2**2 - eps_b)


def index_local(w, gamma=0.0):
    return np.sqrt(eps_b + A / (wT**2 - w**2 - 1j * w * gamma))


def reflect(index):
    return abs((1 - index) / (1 + index))**2


# Chebyshev differentiation matrix on 0 <= x <= LENGTH, first node at x = 0
NODES, LENGTH = 200, 50.0
j = np.arange(NODES + 1)
x = np.cos(np.pi * j / NODES)
weight = np.where((j == 0) | (j == NODES), 2.0, 1.0) * (-1.0)**j
D = np.outer(weight, 1 / weight) / (x[:, None] - x[None, :] + np.eye(NODES + 1))
D -= np.diag(D.sum(axis=1))
D *= -2 / LENGTH


def reflect_collocation(w, gamma, flat=False):
    """Solve the coupled field equations on s = w*z/c = x*exp(i*pi/4)."""
    m = NODES + 1
    d1 = D * np.exp(-1j * np.pi / 4)
    d2 = d1 @ d1
    one = np.eye(m)
    stiffness = wT * (w / c)**2 / M
    scale = np.sqrt(A / stiffness)         # p = scale * u
    mat = np.zeros((2 * m, 2 * m), complex)
    mat[:m, :m] = d2 + eps_b * one
    mat[:m, m:] = scale * one
    mat[m:, :m] = scale * one
    mat[m:, m:] = d2 + (w**2 - wT**2 + 1j * w * gamma) / stiffness * one
    rhs = np.zeros(2 * m, complex)
    for row in (0, m - 1, m, 2 * m - 1):
        mat[row] = 0
    mat[0, :m] = one[0] - 1j * d1[0]       # incident amplitude is one
    rhs[0] = 2
    mat[m - 1, m - 1] = 1
    mat[m, m:] = d1[0] if flat else one[0]
    mat[2 * m - 1, 2 * m - 1] = 1
    field = np.linalg.solve(mat, rhs)
    return abs(field[0] - 1)**2


def match(w, gamma=0.0):
    """Reflected amplitude and the two inner amplitudes by a linear solve."""
    n1, n2, _, _ = waves(w, gamma)
    mat = np.array([[-1, 1, 1], [1, n1, n2],
                    [0, n1**2 - eps_b, n2**2 - eps_b]], complex)
    return np.linalg.solve(mat, np.array([1, 1, 0], complex))


# Normal modes at fixed real wave number: count waves and check the indices
k = np.linspace(0, 40, 4001) * wT / c
K = np.zeros((k.size, 2, 2))
K[:, 0, 0] = (c * k)**2
K[:, 1, 0] = -A
K[:, 1, 1] = wT**2 + wT * k**2 / M
B = np.array([[eps_b, 1.0], [0.0, 1.0]])
squares = np.sort(np.linalg.eigvals(np.linalg.inv(B) @ K).real, axis=1)
branch = np.sqrt(np.maximum(squares, 0))
assert abs(branch[0, 1] / wL - 1) < 1e-12
assert np.all(np.diff(branch, axis=0) > 0)


def count_waves(w):
    return int(np.sum((branch[:-1] < w) & (branch[1:] >= w)))


for shift in (-0.005, -0.001, 0.0005, 0.0015, 0.0019):
    assert count_waves(wT + shift * EV) == 1
for shift in (0.0021, 0.003, 0.005):
    assert count_waves(wT + shift * EV) == 2
for i in (300, 800, 1500, 2500):
    assert abs(c * k[i] / branch[i, 0] - waves(branch[i, 0])[0]) < 1e-6
    assert abs(c * k[i] / branch[i, 1] - waves(branch[i, 1])[1]) < 1e-6

# Damped reflectivity against direct solution of the differential equations
shifts = np.array([-4, -2, -1, 0, 0.5, 1, 1.5, 2, 2.1, 2.5, 3, 5]) * 1e-3
worst = 0.0
for shift in shifts:
    w = wT + shift * EV
    n1, n2, _, _ = waves(w, gamma0)
    assert min(n1.real, n1.imag, n2.real, n2.imag) > 0
    worst = max(worst, abs(reflect_collocation(w, gamma0)
                           - reflect(index_pekar(w, gamma0))))
    worst = max(worst, abs(reflect_collocation(w, gamma0, True)
                           - reflect(index_flat(w, gamma0))))
assert worst < 1e-6

# Amplitudes and energy balance without damping
def shares(w):
    n1, n2, a, _ = waves(w)
    r, e1, e2 = match(w)
    t1 = n1.real * abs(e1)**2 * (1 + abs(n1**2 - eps_b)**2 / a)
    t2 = n2.real * abs(e2)**2 * (1 + abs(n2**2 - eps_b)**2 / a)
    return r, e1, e2, t1, t2


for shift in (-0.002, 0.001, 0.0015, 0.0022, 0.003, 0.005):
    w = wT + shift * EV
    r, e1, e2, t1, t2 = shares(w)
    N = index_pekar(w)
    assert abs(r - (1 - N) / (1 + N)) < 1e-10
    assert abs(abs(r)**2 + t1 + t2 - 1) < 1e-10

# Inside the gap: partial reflection with dispersion, total without it
gap = np.linspace(wT, wL, 2003)[1:-1]
n1, n2, _, _ = waves(gap)
kappa = n2.imag
real_part = n1.real * (eps_b + kappa**2) / (n1.real**2 + kappa**2)
assert np.allclose(index_pekar(gap).real, real_part, rtol=1e-9)
gap_R = reflect(index_pekar(gap))
assert gap_R.max() < 1
assert np.allclose(reflect(index_local(gap)), 1, atol=1e-10)

# Longitudinal energy and the undamped zeros of reflectivity
delta_L = waves(wL)[3].real
N_L = eps_b / np.sqrt(eps_b + delta_L)
assert abs(index_pekar(wL * (1 + 1e-14)) - N_L) < 1e-4  # square-root onset
assert N_L < 1
above = np.linspace(wL + 1e-7 * EV, wL + 0.05 * EV, 50001)
signs = np.sign(index_pekar(above).real - 1)
assert np.count_nonzero(np.diff(signs)) == 1
w_zero = brentq(lambda w: float(index_pekar(w).real) - 1,
                wL + 1e-7 * EV, wL + 0.005 * EV, xtol=1e-16)
z1, z2, _, _ = waves(w_zero)
assert abs(match(w_zero)[0]) < 1e-8
assert abs((z1 - 1) * (1 - z2) - (eps_b - 1)) < 1e-6
w_zero_local = np.sqrt(wL**2 + (wL**2 - wT**2) / (eps_b - 1))
assert reflect(index_local(w_zero_local)) < 1e-16

# Heavy-exciton limit: error falls tenfold when the mass grows hundredfold
w = wT + 0.003 * EV
errors = [abs(index_pekar(w, gamma0, mass) - index_local(w, gamma0))
          for mass in (1e5, 1e7)]
assert abs(errors[0] / errors[1] - 10) < 0.1

# Printed example
print(f"transverse energy {wT/EV:.4f} eV, longitudinal {wL/EV:.4f} eV")
print(f"eps_b {eps_b:.1f}, mass {M:.2f} m_e, damping {gamma0/EV:.5f} eV")
w = 2.553 * EV
n1, n2, a, delta = waves(w)
r, e1, e2, t1, t2 = shares(w)
k1 = n1.real * w / c
print(f"UNDAMPED EXAMPLE at {w/EV:.4f} eV")
print(f"b = {wT*(w/c)**2/M/EV**2:.5e} eV^2")
print(f"a = {a:.3f}, delta = {delta.real:.3f} (no unit)")
print(f"n1^2 = {(n1**2).real:.4f}, n2^2 = {(n2**2).real:.4f}")
print(f"n1 = {n1.real:.4f}, n2 = {n2.real:.4f}")
print(f"vacuum wavelength {2*np.pi*c/w*BOHR:.1f} angstrom")
print(f"wavelength of wave 1 {2*np.pi/k1*BOHR:.1f} angstrom")
print(f"wavelength of wave 2 {2*np.pi*c/w/n2.real*BOHR:.1f} angstrom")
print(f"kinetic energy k1^2/(2M) {k1**2/(2*M)/EV:.6f} eV")
print(f"dropped k^4 term / kept k^2 term {k1**2/(4*M*wT):.2e}")
print(f"E1 = {e1.real:.5f}, E2 = {e2.real:.5f} (incident = 1)")
print(f"effective index {index_pekar(w).real:.5f}, r = {r.real:.5f}")
print(f"R Pekar {abs(r)**2:.5f}, T1 {t1:.5f}, T2 {t2:.5f}")
print(f"R with dp/dz=0 {reflect(index_flat(w)):.5f}")
print(f"R local {reflect(index_local(w)):.5f}")
print("UNDAMPED LANDMARKS")
print(f"largest R in gap, Pekar {gap_R.max():.5f}")
print(f"  at {gap[gap_R.argmax()]/EV:.5f} eV; local R in gap is 1")
print(f"at longitudinal energy: delta_L {delta_L:.3f}")
print(f"  effective index {N_L:.5f}, R {reflect(N_L):.5f}")
print(f"zero of R, Pekar {w_zero/EV:.6f} eV = {w_zero:.8f} hartree")
print(f"  above longitudinal energy by {(w_zero-wL)/EV:.6f} eV")
print(f"  there n1 = {z1.real:.4f}, n2 = {z2.real:.4f}")
print(f"zero of R, local {w_zero_local/EV:.6f} eV")
print(f"  above longitudinal energy by {(w_zero_local-wL)/EV:.6f} eV")
print("DAMPED TABLE: energy (eV), n1, n2, R Pekar, R local")
for shift in shifts:
    w = wT + shift * EV
    n1, n2, _, _ = waves(w, gamma0)
    print(f"{w/EV:.4f} {n1:.3f} {n2:.3f} "
          f"{reflect(index_pekar(w, gamma0)):.4f} "
          f"{reflect(index_local(w, gamma0)):.4f}")
grid = np.linspace(2.545, 2.560, 15001) * EV
for name, index in (("Pekar", index_pekar), ("local", index_local)):
    R = reflect(index(grid, gamma0))
    hi, lo = R.argmax(), R.argmin()
    print(f"damped {name} max R {R[hi]:.4f} at {grid[hi]/EV:.5f} eV")
    print(f"damped {name} min R {R[lo]:.5f} at {grid[lo]/EV:.5f} eV")
print(f"largest R difference, formula vs field equations {worst:.1e}")
print("all good")
```

Running it gives:

```
transverse energy 2.5500 eV, longitudinal 2.5520 eV
eps_b 9.0, mass 0.90 m_e, damping 0.00010 eV
UNDAMPED EXAMPLE at 2.5530 eV
b = 3.61393e-05 eV^2
a = 2541.170, delta = 423.611 (no unit)
n1^2 = 429.6523, n2^2 = 2.9590
n1 = 20.7281, n2 = 1.7202
vacuum wavelength 4856.4 angstrom
wavelength of wave 1 234.3 angstrom
wavelength of wave 2 2823.2 angstrom
kinetic energy k1^2/(2M) 0.003045 eV
dropped k^4 term / kept k^2 term 5.97e-04
E1 = 0.00947, E2 = 0.65959 (incident = 1)
effective index 1.98928, r = -0.33094
R Pekar 0.10952, T1 0.13137, T2 0.75911
R with dp/dz=0 0.07334
R local 0.07185
UNDAMPED LANDMARKS
largest R in gap, Pekar 0.58017
  at 2.55061 eV; local R in gap is 1
at longitudinal energy: delta_L 282.574
  effective index 0.52707, R 0.09591
zero of R, Pekar 2.552061 eV = 0.09378652 hartree
  above longitudinal energy by 0.000061 eV
  there n1 = 17.3194, n2 = 0.5098
zero of R, local 2.552250 eV
  above longitudinal energy by 0.000250 eV
DAMPED TABLE: energy (eV), n1, n2, R Pekar, R local
2.5460 3.661+0.007j 0.147+23.907j 0.3238 0.3274
2.5480 4.181+0.023j 0.202+17.081j 0.3707 0.3826
2.5490 4.934+0.061j 0.258+12.528j 0.4246 0.4585
2.5500 7.423+0.217j 0.284+6.792j 0.5251 0.8601
2.5505 9.950+0.270j 0.192+4.388j 0.5578 0.9518
2.5510 12.587+0.252j 0.128+2.833j 0.5316 0.9418
2.5515 14.962+0.224j 0.109+1.686j 0.4118 0.8913
2.5520 17.077+0.201j 0.334+0.326j 0.0317 0.2866
2.5521 17.473+0.197j 0.666+0.149j 0.0078 0.0452
2.5525 18.984+0.182j 1.330+0.054j 0.0655 0.0221
2.5530 20.729+0.168j 1.721+0.029j 0.1097 0.0721
2.5550 26.624+0.132j 2.318+0.008j 0.1757 0.1587
damped Pekar max R 0.5582 at 2.55056 eV
damped Pekar min R 0.00652 at 2.55207 eV
damped local max R 0.9519 at 2.55054 eV
damped local min R 0.00192 at 2.55226 eV
largest R difference, formula vs field equations 1.5e-12
all good
```
